# The Hubbard commutator in the velocity operator and the optical sum rule, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The velocity operator and the coupling to light

### The result

Let an electron move in a local potential and in the nonlocal potential \(V_U\) of a Hubbard correction. In Rydberg atomic units its velocity operator is

\[
\mathbf v=2\mathbf p+i[V_U,\mathbf r].
\tag{1}
\]

Write \(w=i[V_U,x]\) for the second term along \(x\), the direction of the light's electric field. For \(N\) electrons in an insulator, three sums over transitions from occupied states \(i\) to empty states \(a\), with \(\omega_{ai}=E_a-E_i\), have the values

\[
S=\sum_{ia}\frac{|v_{ai}|^2}{\omega_{ai}}=N+\Delta,\qquad
S_p=\sum_{ia}\frac{|(2p)_{ai}|^2}{\omega_{ai}}=N-\Delta+W,
\tag{2}
\]

\[
S_{\rm mix}=\mathrm{Re}\sum_{ia}\frac{(2p)_{ai}^*\,v_{ai}}{\omega_{ai}}=N,
\tag{3}
\]

where

\[
\Delta=\tfrac12\sum_i\langle i|[x,[V_U,x]]|i\rangle,\qquad
W=\sum_{ia}\frac{|w_{ai}|^2}{\omega_{ai}}\ge 0 .
\tag{4}
\]

The sum rule that belongs to the Hamiltonian is \(S=N+\Delta\). Omitting the commutator replaces \(S\) by \(S_p\) and violates this rule unless \(W=2\Delta\). Including the commutator does not, in general, bring the sum to the electron number: a nonlocal potential changes the value of the sum rule itself. Both facts are needed to judge a computed spectrum.

### Hamiltonian, units and assumptions

In Rydberg atomic units \(\hbar=1\), \(m=1/2\) and \(e^2=2\). The kinetic energy \(p^2/2m\) is then \(p^2\), and the velocity of a free electron, \(p/m\), is \(2p\). The one-electron Hamiltonian for one spin is

\[
H=p^2+V_{\rm loc}(\mathbf r)+V_U,\qquad
V_U=\sum_{mm'}|\phi_m\rangle D_{mm'}\langle\phi_{m'}| .
\tag{5}
\]

The \(\phi_m\) are fixed localized orbitals, for instance a d shell. The matrix \(D\) follows from the rotationally invariant correction energy with one parameter \(U\). For one spin,

\[
E_U=\frac U2\,\mathrm{Tr}\,(n-n^2),\qquad
n_{mm'}=\sum_i\langle\phi_m|i\rangle\langle i|\phi_{m'}\rangle .
\]

A small change of the occupation matrix gives

\[
\delta E_U=\frac U2\,\mathrm{Tr}\,(\delta n-n\,\delta n-\delta n\,n)
=\mathrm{Tr}\left[U\left(\tfrac12-n\right)\delta n\right],
\]

because the trace is cyclic. The expectation value of \(V_U\) in the occupied states is \(\mathrm{Tr}(Dn)\), so the potential that produces this energy change has \(D=U(\tfrac12-n)\). A full orbital has \(D=-U/2\), an empty one has \(D=+U/2\), and a half-filled one has \(D=0\).

The treatment rests on these assumptions. The electrons respond independently to the macroscopic field. The matrix \(D\) is found self-consistently in the ground state and then held fixed during the response. The orbitals \(\phi_m\) stay attached to their sites. The set of empty states is complete. The remaining potential \(V_{\rm loc}\) is a function of position, as it is for the Hartree potential and for local or gradient-corrected exchange-correlation potentials.

### The velocity from the equation of motion

Velocity is the rate of change of position. Heisenberg's equation with \(\hbar=1\) gives \(v=i[H,x]\). The three parts of \(H\) contribute as follows.

The kinetic part, with \([p,x]=-i\), is

\[
i[p^2,x]=i\big(p[p,x]+[p,x]p\big)=i(-2ip)=2p .
\]

The local potential commutes with \(x\). The Hubbard potential does not:

\[
w=i[V_U,x]
=i\sum_{mm'}D_{mm'}\Big(|\phi_m\rangle\langle\phi_{m'}|x
-x|\phi_m\rangle\langle\phi_{m'}|\Big).
\tag{6}
\]

The same steps for \(y\) and \(z\) give equation (1). In position space \(V_U\) acts through a kernel \(V_U(x,x')\), where the other two coordinates are carried along without being written. The product \(V_Ux\) has the kernel \(V_U(x,x')x'\), and \(xV_U\) has the kernel \(xV_U(x,x')\). Hence

\[
w(x,x')=i\,V_U(x,x')\,(x'-x).
\tag{7}
\]

For a local potential the kernel is concentrated at \(x=x'\), and the factor \(x'-x\) removes it. For a Hubbard potential the kernel extends over the size of the orbitals.

The physical content is seen in the motion of the probability density. From \(i\,\partial_t\psi=H\psi\),

\[
\partial_t|\psi|^2=2\,\mathrm{Re}\,[\psi^*(-iH\psi)]=2\,\mathrm{Im}\,(\psi^*H\psi).
\]

The Hubbard part changes the density at \(x\) by bringing amplitude there from \(x'\). Its contribution to the velocity of the mean position is

\[
\int x\,2\,\mathrm{Im}\Big[\psi^*(x)\!\int V_U(x,x')\psi(x')\,dx'\Big]dx
=-i\iint (x-x')\,\psi^*(x)V_U(x,x')\psi(x')\,dx\,dx' .
\]

Here \(2\,\mathrm{Im}\,z=-i(z-z^*)\) was used, and in the conjugate term the names \(x\) and \(x'\) were exchanged with the help of \(V_U(x,x')^*=V_U(x',x)\). The right side is \(\langle w\rangle\) by equation (7). The nonlocal potential therefore displaces charge directly, and the operator \(2p\) does not contain this part of the motion.

A numerical case shows the size. Take a one-dimensional well with two Hubbard orbitals and a Hermitian matrix \(D\) that is set by hand, not found self-consistently; the identities need only a fixed \(D\). A wave packet in this well has \(\langle2p\rangle=1.8400\) and \(\langle w\rangle=0.2578\), in bohr Ry/\(\hbar\). The sum is 2.0978. The velocity found by propagating the packet in time and differentiating its mean position is also 2.0978.

### Which transitions feel the commutator

The matrix element of equation (6) is

\[
w_{ai}=i\sum_{mm'}D_{mm'}\Big(\langle a|\phi_m\rangle\langle\phi_{m'}|x|i\rangle
-\langle a|x|\phi_m\rangle\langle\phi_{m'}|i\rangle\Big).
\]

Equation (7) depends on the difference of positions, so \(x\) may be measured from the site of the orbitals. Let all \(\phi_m\) belong to one shell with a given angular momentum, and let both states lie entirely within that shell. All the functions then have the same parity, every element \(\langle\phi_{m'}|x|\phi_m\rangle\) is zero, and so is \(w_{ai}\). The commutator matters for transitions between the shell and states that overlap with \(x\phi_m\). For a d shell these have p or f character about the same site.

### The crystal

In a crystal \(V_U\) is a sum over equivalent sites and is unchanged by lattice translations. The position operator is not, but equation (7) contains position differences alone and remains well defined. For Bloch states \(\psi=e^{ikx}u\) with periodic \(u\), the Hamiltonian acting on \(u\) is

\[
H(k)=e^{-ikx}He^{ikx}.
\]

Its derivative is

\[
\frac{\partial H(k)}{\partial k}
=e^{-ikx}(-ixH+iHx)e^{ikx}
=e^{-ikx}\,i[H,x]\,e^{ikx}=v(k).
\tag{8}
\]

The kinetic part of \(H(k)\) is \((p+k)^2\), with derivative \(2(p+k)\). The Hubbard part has the kernel \(e^{-ik(x-x')}V_U(x,x')\), whose derivative brings down the factor \(i(x'-x)\) of equation (7). So

\[
v(k)=2(p+k)+w(k),\qquad w(k)=\frac{\partial V_U(k)}{\partial k}.
\tag{9}
\]

In a plane-wave basis this means differentiating the projectors. With \(\tilde\phi_m(q)=\int e^{-iqx}\phi_m(x)\,dx\) and lattice period \(L\), the matrix of the Hubbard potential in one dimension is

\[
V_{GG'}(k)=\frac1L\sum_{mm'}\tilde\phi_m(k+G)\,D_{mm'}\,\tilde\phi_{m'}^*(k+G').
\]

Its \(k\)-derivative follows from the product rule.

The diagonal element of \(v(k)\) is the group velocity. Differentiating \(E=\langle u|H(k)|u\rangle\), the two terms with \(\partial_ku\) add to \(E\,\partial_k\langle u|u\rangle=0\), and \(\partial E/\partial k=\langle u|v(k)|u\rangle\) remains. In the model crystal of Part II, the second band at \(k=0.2\) bohr\(^{-1}\) has the slope \(-1.1268\) bohr Ry. The momentum part gives \(-1.1048\) and the commutator \(-0.0220\). Momentum alone disagrees with the band structure by 2 % of the slope.

### How a uniform field enters

An electron of charge \(-e\) in a uniform electric field \(F(t)\) has the additional energy \(+eFx\). Write its wave function as \(\psi=e^{i\kappa(t)x}\chi\). Then

\[
i\partial_t\psi=e^{i\kappa x}(i\partial_t-\dot\kappa x)\chi ,
\]

and the Schrödinger equation \(i\partial_t\psi=(H+eFx)\psi\) becomes

\[
i\partial_t\chi=\big(H_\kappa+eFx+\dot\kappa x\big)\chi,\qquad
H_\kappa=e^{-i\kappa x}He^{i\kappa x}.
\]

The choice \(\dot\kappa=-eF\) removes both terms in \(x\). The field now acts through \(H_\kappa\) alone, in a form suited to a periodic crystal. The whole Hamiltonian is transformed, the Hubbard projectors included. Replacing \(p\) by \(p+\kappa\) in the kinetic energy and leaving \(V_U\) as it was would describe a different problem.

The velocity in the new representation is \(v_\kappa=e^{-i\kappa x}ve^{i\kappa x}\). To first order in \(\kappa\),

\[
v_\kappa=v-i\kappa[x,v]=v-i\kappa\,[x,i[H,x]]=v+\kappa\,[x,[H,x]].
\]

The kinetic part of the double commutator is \([x,-2ip]=-2i\cdot i=2\). Therefore

\[
v_\kappa=v+\kappa\,\big(2+[x,[V_U,x]]\big)+O(\kappa^2).
\tag{10}
\]

Summed over the occupied states, the term in \(\kappa\) is \(2M\kappa\), with

\[
M=\tfrac12\sum_i\langle i|[x,[H,x]]|i\rangle=N+\Delta .
\tag{11}
\]

This is the diamagnetic term. For a local potential it counts electrons. A Hubbard potential adds \(\Delta\).

Equation (10) also describes a sudden kick, in which each occupied state is multiplied by \(e^{i\kappa x}\). Before the kick the total velocity is zero: in a finite system \(\langle i|[H,x]|i\rangle=0\) for each bound eigenstate, and in an insulating crystal the slopes of the full bands average to zero over the zone. Just after it the total velocity is \(2\kappa(N+\Delta)\) to first order. The same momentum transfer therefore gives a different velocity when the potential is nonlocal. In the well with two electrons, propagation after such a kick gives 1.9680 for the velocity divided by \(2\kappa\), and \(N+\Delta=2-0.0320\) is the same number.

### The size and sign of the extra term

Taking one more commutator of the kernel in equation (7) multiplies it by another position difference. The kernel of \([V_U,x]\) is \(V_U(x,x')(x'-x)\), and that of \([x,[V_U,x]]\) is \((x-x')(x'-x)V_U(x,x')\). Hence

\[
\Delta=-\tfrac12\sum_i\iint\psi_i^*(x)\,V_U(x,x')\,(x-x')^2\,\psi_i(x')\,dx\,dx' .
\tag{12}
\]

For one orbital, \(V_U=D|\phi\rangle\langle\phi|\), and one occupied state \(\psi\), the operator form is more useful. Expanding,

\[
[x,[V_U,x]]=2xV_Ux-x^2V_U-V_Ux^2,
\]

so that

\[
\Delta=D\Big(|\langle\phi|x|\psi\rangle|^2
-\mathrm{Re}\,\langle\psi|x^2|\phi\rangle\langle\phi|\psi\rangle\Big).
\]

If \(\psi=\phi\), this is \(-D\) times the variance of position in the orbital. A full orbital with \(D=-U/2\) then gives \(\Delta=\tfrac U2\big(\langle x^2\rangle-\langle x\rangle^2\big)\), which is positive. An empty orbital, orthogonal to \(\psi\) and with \(D=+U/2\), keeps only the first term, so its \(\Delta\) is also positive or zero. The sign is not general, however. If \(\phi\) and \(\psi\) are both positive and even about the site, the first term vanishes and \(\Delta=-D\langle\psi|x^2|\phi\rangle\langle\phi|\psi\rangle\), which is negative when the orbital is less than half full and \(D>0\). The well above has \(\Delta=-0.0320\), but its \(D\) is set by hand with elements of both signs although both orbitals are more than half full; it illustrates the identities and not a self-consistent Hubbard potential. The term vanishes when \(D=0\), and in this estimate also when the orbital shrinks to a point, where the potential has no range over which to move charge.

## Part II. Sum rules and optical spectra

### What is carried over

In Rydberg units the Hamiltonian is \(H=p^2+V_{\rm loc}+V_U\), where \(V_U\) is the nonlocal Hubbard potential with fixed strength \(D\). The velocity is \(v=i[H,x]=2p+w\) with \(w=i[V_U,x]\). In a crystal \(v(k)=\partial H(k)/\partial k\) and \(w(k)=\partial V_U(k)/\partial k\), and \(p\) stands for \(p+k\). A uniform field \(F\) acts through \(H_\kappa=e^{-i\kappa x}He^{i\kappa x}\) with \(\dot\kappa=-eF\). The velocity then gains the diamagnetic term \(2M\kappa\), where \(M=N+\Delta\) and \(\Delta=\tfrac12\sum_i\langle i|[x,[V_U,x]]|i\rangle\). The index \(i\) runs over occupied states, \(a\) over empty ones, and \(\omega_{ai}=E_a-E_i\).

### One identity for a finite system

Between eigenstates of \(H\),

\[
v_{ai}=\langle a|i(Hx-xH)|i\rangle=i\omega_{ai}x_{ai}.
\tag{13}
\]

Let \(O\) be any Hermitian operator. Using equation (13) and writing twice the real part as a number plus its conjugate,

\[
2\,\mathrm{Re}\sum_{ia}\frac{O_{ia}v_{ai}}{\omega_{ai}}
=\sum_{ia}i\,\big(O_{ia}x_{ai}-x_{ia}O_{ai}\big).
\]

The sum over empty \(a\) may be extended to all states. The added terms, with an occupied \(j\) in place of \(a\), are \(\sum_{ij}i(O_{ij}x_{ji}-x_{ij}O_{ji})\). Exchanging the names \(i\) and \(j\) in the second product turns it into the first, so they cancel. Completeness then gives

\[
2\,\mathrm{Re}\sum_{ia}\frac{O_{ia}v_{ai}}{\omega_{ai}}
=\sum_i\langle i|\,i[O,x]\,|i\rangle .
\tag{14}
\]

We have found the full velocity operator, the diamagnetic term \(2M\kappa\) with \(M=N+\Delta\), and the identity (14) for a finite system. It remains to derive the three sums from this identity, extend them to crystals, and apply them to the dielectric function and a model insulator.
